\section*{Thermionic Emission Across the Edge of a Two-Dimensional Parabolic Semiconductor, part 2}

A metal at $x<0$ meets a semiconductor sheet along the line $x=0$. Electrons are emitted over a barrier towards $+x$, and $y$ lies along the edge, with wave number $k_y$. The barrier top $E_{\rm top}$ lies $\phi=E_{\rm top}-E_F$ above the metal's Fermi level $E_F$. The sheet has effective mass $m$ and degeneracy $g$ (spin times valley); $m_0$ is the free-electron mass, $q>0$ the elementary charge, and $J$ the magnitude of the electron current per edge length.

In ideal emission the metal fills every state at the top that moves towards $+x$, with unit transmission, and no electron that has passed the top returns. For $\phi\gg k_BT$ the ideal current, the thermal wavelength and the emission velocity are
\begin{equation}
J_0=\frac{qgk_BT}{h\lambda}e^{-\phi/k_BT}=A_2T^{3/2}e^{-\phi/k_BT},\quad
\lambda=\frac{h}{(2\pi mk_BT)^{1/2}},\quad
v_R=\Big(\frac{k_BT}{2\pi m}\Big)^{1/2}.
\label{recall}
\end{equation}
Here $A_2=qg\,m^{1/2}k_B^{3/2}/(2\pi)^{3/2}\hbar^2$, and the factor $1/\lambda$ comes from the integral over $k_y$. Also $J_0=qnv_R$, with $n$ the equilibrium density at the top, both directions counted. The corresponding law for a bulk semiconductor has $T^2$ in place of $T^{3/2}$.

The example has $m=0.5\,m_0$, $g=4$, $\phi=0.30$ eV, $T=300$ K, $k_BT=25.85$ meV, $v_R=3.80\times10^6$ cm/s and $J_0=6.0$ nA/$\mu$m. Its ideal contact resistance times width, from the slope of the current at zero bias, is $R_cW=k_BT/qJ_0=4.3$ M$\Omega\,\mu$m.

The closing list of values also includes earlier checks: a sum over discrete $k_y$, a slab of finite thickness compared with the bulk law, the Fermi function kept in place of the Boltzmann factor, and an anisotropic band, where the mass in the law is $M_{yy}$, the diagonal element of the mass tensor along the edge.

\subsection{Fitting a barrier}

Suppose $J$ is measured at several temperatures and $\ln(J/T^p)$ is plotted against $\beta=1/k_BT$. For the ideal law with constant $\phi$,
\begin{equation}
\ln\frac{J}{T^p}=\ln A_2+\Big(\frac32-p\Big)\ln T-\beta\phi .
\end{equation}
Since $T\propto1/\beta$, $d\ln T/d\beta=-1/\beta=-k_BT$. The barrier read from the slope is
\begin{equation}
\phi_{\rm fit}=-\frac{d}{d\beta}\ln\frac{J}{T^p}=\phi+\Big(\frac32-p\Big)k_BT .
\label{fit}
\end{equation}
The choice $p=3/2$ returns $\phi$; the bulk choice $p=2$ gives a barrier too low by $k_BT/2$, or 13 meV at 300 K.

A straight-line fit to numerically integrated currents from 250 to 350 K gives 0.3000 eV with $p=3/2$ and 0.2873 eV with $p=2$. The second error is 12.7 meV. A line drawn between the end points has the mean slope $k_B\ln(350/250)/(1/250-1/350)=k_B\times294$ K in place of $k_BT$, and half of that is 12.7 meV. The exponential hides the difference between the powers well: between 200 and 400 K the current itself rises from 0.0099 to 168 nA/$\mu$m.

The prefactor is more fragile than the slope. If the barrier drifts linearly, $\phi=\phi_0-\gamma T$, then
\begin{equation}
e^{-\phi/k_BT}=e^{\gamma/k_B}e^{-\phi_0/k_BT}.
\end{equation}
The plot gives $\phi_0$, and the prefactor is multiplied by $e^{\gamma/k_B}$. A drift of $k_B$, which is $25.85/300=0.086$ meV/K, changes it by a factor $e$. A mass or a degeneracy can be read from a measured prefactor only if $\gamma$ and the transmission are known.

\subsection{Transmission that depends on energy}

Let $D(E_x)$ be the probability that an electron with normal energy $E_x$ crosses from metal to semiconductor, and assume that it does not depend on $k_y$. Write $u=E_x-E_{\rm top}$; negative $u$ means tunnelling. With Boltzmann occupation the $k_y$ integral still gives $1/\lambda$, and the integral over normal energy becomes
\begin{equation}
J=\Theta J_0,\qquad
\Theta=\int_{-\Delta}^{\infty}\frac{du}{k_BT}\,D(u)\,e^{-u/k_BT},
\label{theta}
\end{equation}
where $\Delta$ is the band bending, the height of the top above the band edge far from the contact. For $D=1$ above the top and 0 below, $\Theta=1$.

The effect on the power of $T$ can be found without knowing $D$ in detail. Holding $D$, $\Delta$ and $\phi$ fixed,
\begin{equation}
\frac{d}{d\ln T}\Big(\frac{e^{-u/k_BT}}{k_BT}\Big)
=\Big(\frac{u}{k_BT}-1\Big)\frac{e^{-u/k_BT}}{k_BT}.
\end{equation}
Let $\langle u\rangle$ be the mean of $u$ with weight $D(u)e^{-u/k_BT}$. Then $d\ln\Theta/d\ln T=\langle u\rangle/k_BT-1$, and the power of $T$ in $J$, with $e^{-\phi/k_BT}$ divided out, is
\begin{equation}
p_{\rm loc}=\frac32+\frac{d\ln\Theta}{d\ln T}=\frac12+\frac{\langle u\rangle}{k_BT}.
\label{ploc}
\end{equation}
For unit transmission $\langle u\rangle=k_BT$ and $p_{\rm loc}=3/2$. Equation \eqref{fit} generalizes to $\phi_{\rm fit}=\phi+(p_{\rm loc}-p)k_BT$.

\subsection{An abrupt step}

First let the band be flat beyond the edge, with no field. The metal is a free-electron band with mass $m_1$ and wave number $k_1$; the semiconductor has $m$ and $k_2$. An incoming wave $e^{ik_1x}+re^{-ik_1x}$ meets $te^{ik_2x}$. Continuity of the wave function and of its slope divided by the mass gives
\begin{equation}
1+r=t,\qquad \frac{k_1}{m_1}(1-r)=\frac{k_2}{m}\,t .
\end{equation}
With the velocity ratio $\rho=(k_2/m)/(k_1/m_1)$ the second equation is $1-r=\rho t$. Adding the two gives $t=2/(1+\rho)$, and the ratio of transmitted to incoming flux is
\begin{equation}
D=\rho|t|^2=\frac{4\rho}{(1+\rho)^2}.
\end{equation}
For a deep metal band $\rho\ll1$ and $D\simeq4\rho\propto u^{1/2}$, because the metal velocity hardly changes over a few $k_BT$. The weight $u^{1/2}e^{-u/k_BT}$ has mean $\frac32k_BT$, so \eqref{ploc} gives $p_{\rm loc}=2$. Reflection at an abrupt edge makes a sheet imitate the bulk law.

Take $m_1=m_0$ and a metal band bottom 5 eV below $E_F$. The computed power at 300 K is 1.90. It falls short of 2 because $\rho$ is not negligible. If $D\propto u^s$, then $\langle u\rangle=(1+s)k_BT$ and \eqref{ploc} gives $p_{\rm loc}=\frac32+s$. Here $\rho$ varies nearly as $u^{1/2}$, so the local exponent is $s=\frac12\,d\ln D/d\ln\rho=\frac12(1-\rho)/(1+\rho)$. At $u=\frac32k_BT=39$ meV
\begin{equation}
\rho=\Big(\frac{0.039}{0.5}\cdot\frac{1}{5.34}\Big)^{1/2}=0.12,\qquad
p_{\rm loc}\approx\frac32+\frac12\cdot\frac{0.88}{1.12}=1.89 .
\end{equation}
With the metal band made ten thousand times deeper, a limit test and not a metal, the power becomes 1.999.

\subsection{A ramp with a field}

A Schottky barrier has a field at the contact. The simplest model has a sharp top and no image force. Let the band fall as $E_{\rm top}-qFx$ for $x>0$. The equation for the normal motion is
\begin{equation}
\frac{d^2\psi}{dx^2}=\frac{2m}{\hbar^2}\,(-u-qFx)\,\psi .
\end{equation}
Define an energy, a length and a new variable by
\begin{equation}
\varepsilon=\Big(\frac{\hbar^2q^2F^2}{2m}\Big)^{1/3},\qquad
\ell=\frac{\varepsilon}{qF},\qquad z=-\frac{u}{\varepsilon}-\frac x\ell .
\end{equation}
Then $-u-qFx=\varepsilon z$, and $d^2\psi/dz^2=(2m\ell^2\varepsilon/\hbar^2)z\psi=z\psi$, because $2m\varepsilon^3=\hbar^2q^2F^2$. The solutions are the Airy functions. Far down the ramp $z\to-\infty$, and with $\zeta=\frac23|z|^{3/2}$ the functions ${\rm Bi}$ and ${\rm Ai}$ approach $\pi^{-1/2}|z|^{-1/4}$ times $\cos(\zeta+\pi/4)$ and $\sin(\zeta+\pi/4)$. The combination $\psi={\rm Bi}+i\,{\rm Ai}$ therefore behaves as $e^{i\zeta}$, and since $\zeta$ grows with $x$ it is the outgoing wave. A prime denotes $d/dz$, and $d/dx=-\ell^{-1}d/dz$, so its flux is
\begin{equation}
\frac{\hbar}{m}\,{\rm Im}\Big(\psi^*\frac{d\psi}{dx}\Big)
=\frac{\hbar}{m\ell}\,({\rm Ai}\,{\rm Bi}'-{\rm Ai}'\,{\rm Bi})=\frac{\hbar}{\pi m\ell},
\end{equation}
where the Wronskian of the two functions is $1/\pi$.

In the metal the wave is $Ae^{ik_1x}+Be^{-ik_1x}$. Let $P$ and $Q$ be $\psi$ and $d\psi/dx$ at $x=0$ on the ramp side. Matching requires $A+B=P$ and $ik_1(A-B)/m_1=Q/m$. Solving for $A$ and dividing the outgoing flux by the incoming flux $\hbar k_1|A|^2/m_1$ gives
\begin{equation}
A=\frac12\Big(P+\frac{m_1Q}{ik_1m}\Big),\qquad
D=\frac{m_1}{\pi m\ell k_1|A|^2}.
\end{equation}
Direct numerical integration of the wave equation for an electron 20 meV below the top, at $F=0.1$ MV/cm, agrees with this $D$ within one part in $10^4$.

For the example let the band bend by $\Delta=0.20$ eV over $L=20$ nm, which is $F=0.1$ MV/cm. The ramp is taken as unlimited in $D$, and the integral \eqref{theta} stops at $-\Delta$. The result is $\Theta=0.55$, of which 0.23 comes from tunnelling and 0.32 from above the top. In this model reflection removes about two thirds of the ideal current above the top, and tunnelling restores part of it. At 0.02 MV/cm, with the same $\Delta$, $\Theta=0.33$ and tunnelling contributes 0.03.

With the stronger field the power of $T$ at 300 K is 0.95, below $3/2$. Equation \eqref{ploc} says why: $\langle u\rangle=0.45\,k_BT$, since the tunnelling electrons have negative $u$ and pull the mean down. A plot with $p=3/2$ would then give a barrier too low by $0.55\,k_BT=14$ meV near 300 K. This power changes quickly with temperature, from 0.14 at 200 K to 1.27 at 400 K. It also depends on the shape of the ramp, which is not linear in a real sheet. In the depletion approximation, with a tall metal face, a relative permittivity of 4 and the doping of about $2\times10^{11}$ cm$^{-2}$ implied by $\phi-\Delta=0.10$ eV, the depleted length is about 40 nm. The field then falls from 0.14 MV/cm at 1 nm to 0.07 MV/cm at 10 nm, and that profile gives $\Theta=0.77$ and a power of 0.55. The same sheet has shown local powers of 1.5, 1.9 and 0.95 for three model edges. A measured power by itself does not establish the dimension of the electron gas.

\subsection{Scattering on the way down}

An electron that has passed the top may be scattered back before it has lost much energy on the ramp. Let $\mu$ be the mobility and $n(x)$ the sheet density. The particle flux per edge length is
\begin{equation}
j=\mu Fn-\frac{\mu k_BT}{q}\frac{dn}{dx}.
\end{equation}
In a steady state $j$ is constant. For emission into an empty semiconductor, $n(L)=0$, the solution is
\begin{equation}
n(x)=\frac{j}{\mu F}\Big[1-e^{-qF(L-x)/k_BT}\Big].
\end{equation}
At the top this gives $j=v_Dn(0)$ with $v_D=\mu F/(1-e^{-qFL/k_BT})$. Assume that the velocities at the top stay near their equilibrium distribution. The contact then supplies $\Theta v_Rn_{\rm eq}$, with $n_{\rm eq}$ the density in equilibrium with the metal, and takes back $\Theta v_Rn(0)$; the same $\Theta$ appears because the two flows must balance when $n(0)=n_{\rm eq}$. Inserting $n(0)=j/v_D$,
\begin{equation}
j=\Theta v_R\Big(n_{\rm eq}-\frac{j}{v_D}\Big)
\quad\Longrightarrow\quad
j=\frac{\Theta v_Rn_{\rm eq}}{1+\Theta v_R/v_D}.
\end{equation}
For $v_D\gg\Theta v_R$ emission sets the current. In the opposite limit $j=v_Dn_{\rm eq}$, and the emission law is lost.

With $\mu=50$ cm$^2$/Vs, $v_D=5.0\times10^6$ cm/s. Then $\Theta v_R/v_D=0.55\times3.80/5.0=0.42$ and the factor is $1/1.42=0.70$. The current becomes $6.0\times0.55\times0.705=2.3$ nA/$\mu$m. This is an estimate. Since $v_D$ is comparable to $v_R$, the velocities at the top are not close to equilibrium. Following single electrons down the ramp with a constant relaxation time, and with $\Theta$ as the probability of crossing the contact, gives a factor that depends on the kind of collision. If each collision resets the velocity to the thermal distribution, the factor is 0.78 in place of 0.70, or 2.6 nA/$\mu$m. If the collisions are elastic and isotropic, the electrons keep the energy needed to return, and the factor is about 0.54, or 1.8 nA/$\mu$m. There are further limits: $v_D$ is about half of the thermal velocity $(k_BT/m)^{1/2}=\sqrt{2\pi}\,v_R=9.5\times10^6$ cm/s, where a constant mobility becomes doubtful, and tunnelling electrons enter the ramp below its top. The mean free path implied by this mobility, about 1.4 nm, is also shorter than the length $\ell=2.0$ nm of the ramp problem, so coherent transmission and later diffusion are not cleanly separated.

\subsection{Smaller corrections and one large one}

The image force shifts the top. For a plane metal face and a uniform permittivity $\epsilon$ the energy outside is $-qFx-q^2/16\pi\epsilon x$. Its derivative vanishes at $x_m=(q/16\pi\epsilon F)^{1/2}$, where the two terms are equal, so the lowering is
\begin{equation}
2qFx_m=q\Big(\frac{qF}{4\pi\epsilon}\Big)^{1/2}.
\end{equation}
At a relative permittivity of 4 this is 60 meV, with the top 3 nm from the metal. Here $\phi$ is measured to the actual top, so nothing is to be added. Had 0.30 eV been the barrier before lowering, the ideal current would be larger by $e^{60/25.85}\approx10$. The ramp used for $\Theta$ leaves out the rounding of the top by the image force, and this omission is not small. When the wave equation is solved at 0.1 MV/cm with the image force included and $\phi$ measured to the actual top, the result depends on how the potential is cut off next to the metal: for cutoffs within 0.25 nm of the metal face, $\Theta$ ranges from 0.57 to 0.87 and the power of $T$ from 1.46 to 1.64. The rounding also removes the field at the top, which lowers $v_D$ from $5.0\times10^6$ to about $3.1\times10^6$ cm/s. The values 0.55 and 0.95 belong to the sharp ramp.

If the band obeys $E(1+\alpha E)=\hbar^2k^2/2m$, with $E$ measured from the top, the channels open at energy $E$ number $k/\pi$ per length, which is proportional to $[E(1+\alpha E)]^{1/2}\simeq E^{1/2}(1+\alpha E/2)$. The mean of $E$ with weight $E^{1/2}e^{-E/k_BT}$ is $\frac32k_BT$, so the current grows by the factor $1+\frac34\alpha k_BT$. For $\alpha=1$ eV$^{-1}$ this is 1.019. If half the states lie 3 meV higher through spin splitting, the factor is $\frac12(1+e^{-3/25.85})=0.945$.

\subsection{Beside real contacts}

The mass, the valley number and a mobility of some tens of cm$^2$/Vs are of the usual size for a molybdenum disulphide monolayer at room temperature. The resistance of 4.3 M$\Omega\,\mu$m is far from that of a good transistor contact, which is roughly 1 k$\Omega\,\mu$m or less; the example describes a blocking contact to a lightly doped sheet. Real edges break the assumption of unit transmission without return. In the estimates above this moves the current from 6.0 to between 1.8 and 2.6 nA/$\mu$m for the sharp ramp, depending on the treatment of scattering. Rounding the top by the image force raises $\Theta$ but lowers $v_D$, so the current changes little: for $\Theta$ from 0.72 to 0.86 the diffusion formula gives 2.3 to 2.5 nA/$\mu$m, and single electrons with thermalizing collisions give 2.6 to 2.9 nA/$\mu$m. They also carry defects and interface states that shift $\phi$, and a shift of 60 meV alone is worth a factor of ten. Many contacts lie on top of the sheet. Electrons then enter across its thickness, where the sheet has no free normal motion, and the counting used here does not apply. The mismatch between metal states and the sheet's thickness profile is also left out of $\Theta$. The numerical output below lists the inputs and results; its transmission factors with a field are those of the sharp ramp.

\section*{Values computed for the example and the checks}
\begin{verbatim}
temperature: 300 K
effective mass: 0.5 m0
degeneracy g: 4
barrier phi: 0.3 eV
thermal energy kT: 25.85 meV
phi/kT: 11.6
Boltzmann factor: 9.125e-06
A2: 0.1267 A/(m K^1.5)
A2 T^1.5: 658.2 uA/um
J0 by quadrature: 6.00627 nA/um
J0 by formula: 6.00629 nA/um
J0 by channel sum: 6.00627 nA/um
density at barrier top: 9.854e+07 cm^-2
emission velocity: 3.804e+06 cm/s
J0 at 200 K: 0.009876 nA/um
J0 at 400 K: 168.2 nA/um
contact resistance times width: 4.303 Mohm um
net current at +0.05 V: 35.54 nA/um
temperature power, sheet: 1.4999
temperature power, bulk: 1.9999
mass power, sheet: 0.5
mass power, bulk: 1
bulk current density, same m g phi: 98.69 A/cm2
thermal wavelength: 6.086 nm
slab thickness: 50 nm
slab sum / (bulk law times thickness): 0.93914
barrier from T^1.5 plot, 250-350 K: 0.3 eV
barrier from T^2 plot, 250-350 K: 0.2873 eV
Fermi factor for E_F one kT above band edge: 1.576
relative degeneracy correction: -3.226e-06
anisotropic masses: 0.15 and 1.20 m0
current ratio, heavy/light mass along edge: 2.828
M_yy at 30 degree tilt: 0.9375 m0
band bending: 0.2 eV
ramp length: 20 nm
field: 0.1 MV/cm
metal band depth below E_F: 5 eV
transmission factor Theta: 0.5501
part of Theta from tunnelling: 0.2315
weaker field: 0.02 MV/cm
Theta at weaker field: 0.3254
tunnelling part at weaker field: 0.03157
local T power at 300 K with ramp: 0.9481
local T power at 300 K, abrupt step: 1.902
local T power, very deep metal band: 1.999
mobility: 50 cm2/Vs
diffusion velocity: 5.002e+06 cm/s
diffusion factor: 0.705
J0 with Theta and diffusion: 2.33 nA/um
relative permittivity: 4
image lowering: 60 meV
distance of barrier top from metal: 3 nm
nonparabolicity alpha: 1 1/eV
nonparabolic current factor: 1.019
spin splitting: 3 meV
spin-splitting current factor: 0.9452
\end{verbatim}
